# Charge Equilibration: Two Linear Solves and Forces Without Charge Derivatives: test program

```python
"""Charge equilibration: constrained minimum, two linear solves, and forces.

Result under test, in atomic units:
  E(q,R) = sum chi_i q_i + 1/2 sum J_i q_i^2 + 1/2 sum_{i!=j} J_ij q_i q_j
with sum q_i = Q is minimized by q = s + lam*t, where H s = -chi, H t = 1,
lam = (Q - sum s)/sum t. The force is -dE/dR at fixed equilibrated q.
chi = (I+A)/2: Mulliken electronegativity; J = I-A: hardness;
I, A: ionization energy and electron affinity; H: matrix of J_i and J_ij;
sigma: width of the Gaussian density exp(-r^2/sigma^2); lam: common dE/dq_i.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize
from scipy.special import erf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
FORCE = EV / ANG


def kernel(r, a, b):
    width = np.hypot(a, b)
    return erf(r / width) / r if width > 0 else 1 / r


def kernel_slope(r, a, b):
    g = 1 / np.hypot(a, b)
    return 2*g/np.sqrt(np.pi)*np.exp(-(g*r)**2)/r - erf(g*r)/r**2


def matrix(pos, hard, sig):
    h = np.diag(hard).astype(float)
    for i in range(len(pos)):
        for j in range(i):
            r = np.linalg.norm(pos[i] - pos[j])
            h[i, j] = h[j, i] = kernel(r, sig[i], sig[j])
    return h


def pair_energy(q, pos, sig):
    total = 0.0
    for i in range(len(q)):
        for j in range(i):
            r = np.linalg.norm(pos[i] - pos[j])
            total += q[i] * q[j] * kernel(r, sig[i], sig[j])
    return total


def energy(q, pos, chi, hard, sig):
    atomic = sum(c*x + 0.5*h*x*x for c, h, x in zip(chi, hard, q))
    return atomic + pair_energy(q, pos, sig)


def two_solves(pos, chi, hard, sig, total):
    h = matrix(pos, hard, sig)
    s = np.linalg.solve(h, -chi)
    t = np.linalg.solve(h, np.ones(len(chi)))
    lam = (total - s.sum()) / t.sum()
    return s + lam*t, lam, s, t


def bordered_solve(h, chi, total):
    n = len(chi)
    big = np.zeros((n + 1, n + 1))
    big[:n, :n] = h
    big[:n, n] = -1
    big[n, :n] = 1
    return np.linalg.solve(big, np.append(-chi, total))


def fixed_charge_forces(q, pos, sig):
    force = np.zeros_like(pos)
    for i in range(len(q)):
        for j in range(len(q)):
            if i != j:
                d = pos[i] - pos[j]
                r = np.linalg.norm(d)
                force[i] -= q[i]*q[j]*kernel_slope(r, sig[i], sig[j])*d/r
    return force


def relaxed_energy(pos, chi, hard, sig, total):
    q = two_solves(pos, chi, hard, sig, total)[0]
    return energy(q, pos, chi, hard, sig)


def relaxed_forces(pos, chi, hard, sig, total, step=1e-3):
    force = np.zeros_like(pos)
    for index in np.ndindex(pos.shape):
        d = np.zeros_like(pos)
        d[index] = step
        up = relaxed_energy(pos + d, chi, hard, sig, total)
        down = relaxed_energy(pos - d, chi, hard, sig, total)
        force[index] = -(up - down) / (2*step)
    return force


def gaussian_quadrature(a, b, distance):
    """Real-space double integral of two unit Gaussian charges."""
    x, w = np.polynomial.legendre.leggauss(80)

    def rho(u, width):
        return np.exp(-(u/width)**2) / (np.pi**1.5 * width**3)

    s = 3.5*a*(x + 1)
    d = np.sqrt(s[:, None]**2 + distance**2
                + 2*s[:, None]*distance*x[None, :])
    top = np.minimum(d, 7*b)[..., None]
    u = 0.5*top*(x + 1)
    inner = np.sum(0.5*top*w*4*np.pi*u**2*rho(u, b), axis=-1) / d
    u = d[..., None] + 3.5*b*(x + 1)
    outer = np.sum(3.5*b*w*4*np.pi*u*rho(u, b), axis=-1)
    shell = 3.5*a*w*2*np.pi*s**2*rho(s, a)
    return shell @ (inner + outer) @ w


# Atomic parabola through the neutral atom, cation and anion
I, A, c, j = sp.symbols("I A c j")
fit = sp.solve([c + j/2 - I, -c + j/2 + A], [c, j])
ion = np.array([7.0, 14.0, 11.0])
aff = np.array([1.0, 2.0, 1.0])
chi = (ion + aff) / 2 / EV
hard = (ion - aff) / EV
for k in range(3):
    values = {I: ion[k], A: aff[k]}
    assert abs(float(fit[c].subs(values)) - chi[k]*EV) < 1e-12
    assert abs(float(fit[j].subs(values)) - hard[k]*EV) < 1e-12
sig = np.sqrt(2/np.pi) / hard
pos = np.array([[0, 0, 0], [2, 0, 0], [0.5, 2, 0]], float) / ANG
model = (chi, hard, sig)

# Interaction and self-interaction from the charge densities
h = matrix(pos, hard, sig)
for i in range(3):
    for k in range(i + 1):
        r = np.linalg.norm(pos[i] - pos[k])
        assert abs(gaussian_quadrature(sig[i], sig[k], r) - h[i, k]) < 1e-8

# Two solves against direct minimization and the bordered system
results = {}
for total in (0.0, 1.0):
    q, lam, s, t = two_solves(pos, *model, total)
    results[total] = (q, lam)

    def reduced(z):
        return energy([z[0], z[1], total - z[0] - z[1]], pos, *model)

    best = minimize(reduced, [0.1, -0.1], method="Nelder-Mead",
                    options=dict(xatol=1e-10, fatol=1e-16,
                                 maxiter=3000, maxfev=6000))
    assert np.max(np.abs(best.x - q[:2])) < 1e-6
    assert np.allclose(bordered_solve(h, chi, total)[:3], q, atol=1e-11)
    e = energy(q, pos, *model)
    assert abs(e - 0.5*(chi @ q + lam*total)) < 1e-12
    dq = 1e-3
    slope = (relaxed_energy(pos, *model, total + dq)
             - relaxed_energy(pos, *model, total - dq)) / (2*dq)
    assert abs(slope - lam) < 1e-9
    numeric = relaxed_forces(pos, *model, total)
    analytic = fixed_charge_forces(q, pos, sig)
    assert np.max(np.abs(numeric - analytic)) < 1e-6
    assert np.max(np.abs(analytic.sum(axis=0))) < 1e-12
    assert np.max(np.abs(np.cross(pos, analytic).sum(axis=0))) < 1e-12
q1, lam1 = results[1.0]
q, lam, s, t = two_solves(pos, *model, 0.0)
q_minus = two_solves(pos, *model, -1.0)[0]
assert np.allclose((q1 - q_minus)/2, t/t.sum(), atol=1e-11)
e0 = energy(q, pos, *model)
force = fixed_charge_forces(q, pos, sig)
force_numeric = relaxed_forces(pos, *model, 0.0)

# Charge response when atom Y moves along x
step = 3e-3
move = np.zeros_like(pos)
move[1, 0] = step
q_up = two_solves(pos + move, *model, 0.0)[0]
q_down = two_solves(pos - move, *model, 0.0)[0]
response = (q_up - q_down) / (2*step)
gradient = np.array([(energy(q + d, pos, *model)
                      - energy(q - d, pos, *model)) / 0.02
                     for d in 0.01*np.eye(3)])
assert np.max(np.abs(gradient - lam)) < 1e-11
terms = gradient * response
assert np.max(np.abs(terms)) > 1e-4 and abs(terms.sum()) < 1e-10
pair_force = -(pair_energy(q_up, pos + move, sig)
               - pair_energy(q_down, pos - move, sig)) / (2*step)
assert abs(pair_force - force[1, 0]) > 1e-4
frozen = (energy(q, pos + move, *model) + energy(q, pos - move, *model)
          - 2*e0) / step**2
relaxed = (energy(q_up, pos + move, *model)
           + energy(q_down, pos - move, *model) - 2*e0) / step**2
assert relaxed < frozen
assert abs(relaxed - frozen + response @ h @ response) < 1e-6

# Effect of incompletely equilibrated charges
direction = np.array([1.0, -1.0, 0.0])


def charge_error(size):
    trial = q + size*direction
    de = energy(trial, pos, *model) - e0
    df = fixed_charge_forces(trial, pos, sig)[1, 0] - force[1, 0]
    return de, df


large, small = charge_error(1e-3), charge_error(5e-4)
assert abs(large[0]/small[0] - 4) < 1e-5
assert abs(large[1]/small[1] - 2) < 0.02
shown_error = charge_error(0.01)

# Larger cluster, ordinary and compressed
rng = np.random.default_rng(4)
cube = np.array(list(np.ndindex(2, 2, 2)), float)*2.5
cube = (cube + rng.uniform(-0.1, 0.1, cube.shape)) / ANG
kind = np.arange(8) % 3
large_model = (chi[kind], hard[kind], sig[kind])
for total in (0.0, 1.0):
    charges = two_solves(cube, *large_model, total)[0]
    difference = (relaxed_forces(cube, *large_model, total)
                  - fixed_charge_forces(charges, cube, sig[kind]))
    assert np.max(np.abs(difference)) < 1e-6
zero_sum = null_space(np.ones((1, 8)))
for scale in (1.0, 0.5):
    smooth = matrix(scale*cube, hard[kind], sig[kind])
    assert np.linalg.eigvalsh(smooth)[0] > 0
point = matrix(0.5*cube, hard[kind], np.zeros(8))
assert np.linalg.eigvalsh(zero_sum.T @ point @ zero_sum)[0] < 0

# Point-charge pair X-Y: loss of the minimum and singular H
pc, ph = chi[:2], hard[:2]
nowidth = np.zeros(2)


def pair_positions(r):
    return np.array([[0.0, 0, 0], [r, 0, 0]])


def pair_curvature(r):
    p = pair_positions(r)
    d = np.array([1.0, -1.0])
    return (energy(d, p, pc, ph, nowidth)
            + energy(-d, p, pc, ph, nowidth))


critical = brentq(pair_curvature, 0.5/ANG, 5/ANG, xtol=1e-12)
assert abs(critical - 2/ph.sum()) < 1e-9
assert pair_curvature(0.9*critical) < 0 < pair_curvature(1.1*critical)
singular = 1/np.sqrt(ph.prod())
hp = matrix(pair_positions(singular), ph, nowidth)
assert abs(np.linalg.det(hp)) < 1e-12
assert pair_curvature(singular) > 0
qp = bordered_solve(hp, pc, 0.0)[:2]
assert abs(qp[0] - (pc[1] - pc[0])/(ph.sum() - 2/singular)) < 1e-9
far = two_solves(pair_positions(1e7/ANG), pc, ph, sig[:2], 0.0)[0]
assert abs(far[0] - (pc[1] - pc[0])/ph.sum()) < 1e-6


def show(label, values, unit, digits=6):
    values = np.atleast_1d(values)
    text = " ".join(f"{v:.{digits}f}" for v in values)
    print(f"{label}: {text} {unit}")


print("Atom order X Y Z; charges in units of e")
show("Hartree energy", EV, "eV")
show("Bohr radius", ANG, "angstrom", 8)
show("Ionization energies", ion, "eV", 2)
show("Electron affinities", aff, "eV", 2)
show("Electronegativities", chi*EV, "eV", 2)
show("Hardnesses", hard*EV, "eV", 2)
show("Gaussian widths sigma", sig*ANG, "angstrom")
for name, p in zip("XYZ", pos):
    show("Position " + name, p*ANG, "angstrom", 2)
for name, i, k in (("XY", 0, 1), ("XZ", 0, 2), ("YZ", 1, 2)):
    show("Distance " + name, np.linalg.norm(pos[i]-pos[k])*ANG, "angstrom")
for name, row in zip("XYZ", h):
    show("H row " + name, row*EV, "eV")
show("Eigenvalues of H", np.linalg.eigvalsh(h)*EV, "eV")
show("First solve s", s, "e")
show("Second solve t", t/EV, "1/eV")
show("Sum of s", s.sum(), "e")
show("Sum of t", t.sum()/EV, "1/eV")
show("Common slope lambda, Q=0", lam*EV, "eV")
show("Charges, Q=0", q, "e")
show("Energy, Q=0", e0*EV, "eV")
show("Energy, Q=0, atomic units", e0, "hartree", 8)
show("Common slope lambda, Q=+1", lam1*EV, "eV")
show("Charges, Q=+1", q1, "e")
show("Energy, Q=+1", energy(q1, pos, *model)*EV, "eV")
for name, f in zip("XYZ", force):
    show("Fixed-charge force " + name, f*FORCE, "eV/angstrom")
for name, f in zip("XYZ", force_numeric):
    show("Relaxed difference force " + name, f*FORCE, "eV/angstrom")
show("dq/dx for Y moving", response/ANG, "e/angstrom")
show("Terms (dE/dq_i)(dq_i/dx)", terms*FORCE, "eV/angstrom")
show("Y x-force from pair energy alone", pair_force*FORCE, "eV/angstrom")
show("Frozen-charge curvature", frozen*EV/ANG**2, "eV/angstrom^2")
show("Relaxed-charge curvature", relaxed*EV/ANG**2, "eV/angstrom^2")
print("Charge error: +0.01 e on X, -0.01 e on Y")
show("Resulting energy error", shown_error[0]*EV, "eV")
show("Resulting Y x-force error", shown_error[1]*FORCE, "eV/angstrom")
show("Energy error ratio on halving", large[0]/small[0], "(no unit)")
show("Force error ratio on halving", large[1]/small[1], "(no unit)")
show("Point pair XY loses minimum below", critical*ANG, "angstrom")
show("Point pair XY has singular H at", singular*ANG, "angstrom")
show("Charge on X in separated pair XY", far[0], "e")
print("OK")
```

It prints:

```
Atom order X Y Z; charges in units of e
Hartree energy: 27.211386 eV
Bohr radius: 0.52917721 angstrom
Ionization energies: 7.00 14.00 11.00 eV
Electron affinities: 1.00 2.00 1.00 eV
Electronegativities: 4.00 8.00 6.00 eV
Hardnesses: 6.00 12.00 10.00 eV
Gaussian widths sigma: 1.914876 0.957438 1.148925 angstrom
Position X: 0.00 0.00 0.00 angstrom
Position Y: 2.00 0.00 0.00 angstrom
Position Z: 0.50 2.00 0.00 angstrom
Distance XY: 2.000000 angstrom
Distance XZ: 2.061553 angstrom
Distance YZ: 2.500000 angstrom
H row X: 6.000000 5.857386 5.645860 eV
H row Y: 5.857386 12.000000 5.655730 eV
H row Z: 5.645860 5.655730 10.000000 eV
Eigenvalues of H: 1.572524 5.318632 21.108844 eV
First solve s: 0.389830 -0.641403 -0.457332 e
Second solve t: 0.151505 0.003497 0.012484 1/eV
Sum of s: -0.708905 e
Sum of t: 0.167487 1/eV
Common slope lambda, Q=0: 4.232608 eV
Charges, Q=0: 1.031090 -0.626600 -0.404490 e
Energy, Q=0: -1.657690 eV
Energy, Q=0, atomic units: -0.06091897 hartree
Common slope lambda, Q=+1: 10.203232 eV
Charges, Q=+1: 1.935668 -0.605718 -0.329950 e
Energy, Q=+1: 5.560231 eV
Fixed-charge force X: 0.992579 0.499098 0.000000 eV/angstrom
Fixed-charge force Y: -0.564190 -0.404818 0.000000 eV/angstrom
Fixed-charge force Z: -0.428388 -0.094279 0.000000 eV/angstrom
Relaxed difference force X: 0.992579 0.499098 -0.000000 eV/angstrom
Relaxed difference force Y: -0.564190 -0.404818 -0.000000 eV/angstrom
Relaxed difference force Z: -0.428388 -0.094279 -0.000000 eV/angstrom
dq/dx for Y moving: -0.287278 0.276912 0.010366 e/angstrom
Terms (dE/dq_i)(dq_i/dx): -1.215936 1.172062 0.043874 eV/angstrom
Y x-force from pair energy alone: -3.337157 eV/angstrom
Frozen-charge curvature: -0.011848 eV/angstrom^2
Relaxed-charge curvature: -0.495184 eV/angstrom^2
Charge error: +0.01 e on X, -0.01 e on Y
Resulting energy error: 0.000314 eV
Resulting Y x-force error: -0.017555 eV/angstrom
Energy error ratio on halving: 4.000000 (no unit)
Force error ratio on halving: 2.000771 (no unit)
Point pair XY loses minimum below: 1.599961 angstrom
Point pair XY has singular H at: 1.697014 angstrom
Charge on X in separated pair XY: 0.222222 e
OK
```
